# Transition matrix elements between atomic states with nonorthogonal orbital sets: a program that tests the result

```python
# Biorthonormal transformation for matrix elements between CI states on two different
# orthonormal orbital sets L, R with overlap S_pq=<L_p|R_q>.
# Result under test: unpivoted S = TL^T TR (T upper triangular), new orbitals phi T^-1,
# new CI vector c~ = prod_k exp(s_k) T_kk^{N_k} c, s_k = sum_{j<k} (T_jk/T_kk) E_jk;
# then <L|O|R> = sum o~_pq c~L.E_pq c~R. For 1s 2s2 2p6 -> 1s2 2s2 2p5:
# |D| = det(S_s) Spp^5 |S22 d1 - S21 d2|, d_n=<2p|z|ns'>, S21=<2s|1s'>; naive D = d1.
# References: explicit many-electron tensors and Lowdin cofactor sums.
import numpy as np
from itertools import combinations
from math import factorial
from scipy.linalg import eigh, expm, block_diag
from scipy.constants import physical_constants as pc, fine_structure as alpha
from pyscf import gto, scf, mcscf
scf.hf.MUTE_CHKFILE = True
EV = pc['Hartree energy in eV'][0]
ANG = pc['Bohr radius'][0]*1e10
inv, det, norm = np.linalg.inv, np.linalg.det, np.linalg.norm
rng = np.random.default_rng(7)
def show(label, *v, unit='', f='.6f'):
    print(label + ': ' + ' '.join(format(x, f) for x in v) + ' ' + unit)

def excitations(n, k):
    st = list(combinations(range(n), k))
    E = np.zeros((n, n, len(st), len(st)))
    for J, s in enumerate(st):
        for pos, q in enumerate(s):
            rest = s[:pos] + s[pos+1:]
            for p in range(n):
                if p not in rest:
                    new = tuple(sorted(rest + (p,)))
                    E[p, q, st.index(new), J] = (-1)**(pos + new.index(p))
    return st, E

class Space:  # CI vector c[alpha string, beta string]
    def __init__(s, n, na, nb):
        s.n = n
        s.sa, s.Ea = excitations(n, na)
        s.sb, s.Eb = excitations(n, nb)
    def zero(s):
        return np.zeros((len(s.sa), len(s.sb)))
    def one(s, M, c):
        return np.einsum('pq,pqij->ij', M, s.Ea) @ c + c @ np.einsum('pq,pqij->ij', M, s.Eb).T
    def occ(s, k):
        return (np.diag(s.Ea[k, k])[:, None] + np.diag(s.Eb[k, k])[None, :]).astype(int)
    def counter(s, T, c):
        for k in range(s.n):
            c = c*T[k, k]**s.occ(k)
            M = np.zeros((s.n, s.n)); M[:k, k] = T[:k, k]/T[k, k]
            s1 = s.one(M, c); s2 = s.one(M, s1)
            assert norm(s.one(M, s2)) < 1e-10*(1 + norm(s2))
            c = c + s1 + s2/2
        return c

def triangular_factors(S, paired=None):
    n = len(S); A = S.copy(); L = np.eye(n); U = np.eye(n)
    for k in range(n):
        if paired is None or paired[k]:
            L[k+1:, k] = A[k+1:, k]/A[k, k]; U[k, k:] = A[k, k:]
            A[k+1:, k:] -= np.outer(L[k+1:, k], A[k, k:])
    return L.T, U

def biorth(sp, S, O, cL, cR, paired=None):
    TL, TR = triangular_factors(S, paired)
    a, b = sp.counter(TL, cL), sp.counter(TR, cR)
    Ot = inv(TL).T @ O @ inv(TR)
    return np.sum(a*sp.one(Ot, b)), a, b, Ot

def lowdin(sp, S, O, cL, cR):
    def tables(st):
        ov = np.zeros((len(st),)*2); op = ov.copy()
        for I, r in enumerate(st):
            for J, c in enumerate(st):
                s = S[np.ix_(r, c)]; o = O[np.ix_(r, c)]; ov[I, J] = det(s)
                for q in range(len(c)):
                    t = s.copy(); t[:, q] = o[:, q]; op[I, J] += det(t)
        return ov, op
    (sa, oa), (sb, ob) = tables(sp.sa), tables(sp.sb)
    return np.sum(cL*(oa @ cR @ sb.T + sa @ cR @ ob.T))

# ---- model: 2 alpha + 1 beta electrons, two 4-orbital sets in a 6-dimensional space
sp = Space(4, 2, 1)
QL = np.linalg.qr(rng.normal(size=(6, 6)))[0][:, :4]
K = rng.normal(size=(6, 6)); QR = expm(0.2*(K - K.T)) @ QL
o = rng.normal(size=(6, 6)); g = rng.normal(size=(6,)*4); g = g + g.transpose(1, 0, 3, 2)
cL = rng.normal(size=(6, 4)); cL /= norm(cL); cR = rng.normal(size=(6, 4)); cR /= norm(cR)
def tensor(C, c):
    psi = np.zeros((6, 6, 6))
    for I, (i, j) in enumerate(sp.sa):
        pair = (np.outer(C[:, i], C[:, j]) - np.outer(C[:, j], C[:, i]))/np.sqrt(2)
        psi += pair[:, :, None]*(C @ c[I])[None, None, :]
    return psi
pL, pR = tensor(QL, cL), tensor(QR, cR)
ref1 = np.sum(pL*(np.einsum('ax,xbc->abc', o, pR) + np.einsum('bx,axc->abc', o, pR)
                  + np.einsum('cx,abx->abc', o, pR)))
ref2 = np.sum(pL*(np.einsum('abcd,cdz->abz', g, pR) + np.einsum('azcd,cbd->abz', g, pR)
                  + np.einsum('bzcd,acd->abz', g, pR)))
S = QL.T @ QR; O = QL.T @ o @ QR
val, a, b, Ot = biorth(sp, S, O, cL, cR)
TL, TR = triangular_factors(S); BL, BR = QL @ inv(TL), QR @ inv(TR)
assert norm(BL.T @ BR - np.eye(4)) < 1e-10
assert norm(tensor(BL, a) - pL) < 1e-10 and norm(tensor(BR, b) - pR) < 1e-10
minors = [1.0] + [det(S[:k, :k]) for k in range(1, 5)]
assert np.allclose(np.diag(TR), [minors[k+1]/minors[k] for k in range(4)], atol=1e-10)
assert abs(np.sum(a*b) - np.sum(pL*pR)) < 1e-10
assert abs(val - ref1) < 1e-9 and abs(lowdin(sp, S, O, cL, cR) - ref1) < 1e-10
unit = np.eye(16).reshape(4, 4, 4, 4)
El = np.array([[sp.one(unit[q, p], a) for q in range(4)] for p in range(4)])
Er = np.array([[sp.one(unit[r, s], b) for s in range(4)] for r in range(4)])
gt = np.einsum('abcd,ap,br,cq,ds->prqs', g, BL, BL, BR, BR, optimize=True)
two = 0.5*(np.einsum('prqs,pqij,rsij->', gt, El, Er) - np.einsum('pqqs,pwij,swij,w->', gt, El[:, :1]*0 + 1, np.ones((4, 1, 6, 4)), np.zeros(1))
           - np.einsum('pqqs,psij,ij->', gt, Er, a))
assert abs(two - ref2) < 1e-8
Dg = np.diag([2.0, -0.5, 1.3, 0.7]); T2L, T2R = Dg @ TL, inv(Dg) @ TR
assert abs(np.sum(sp.counter(T2L, cL)*sp.one(inv(T2L).T @ O @ inv(T2R), sp.counter(T2R, cR))) - ref1) < 1e-9
assert abs(np.sum(cL*sp.one(O, cR)) - ref1) > 1e-3
show('model one-body tensor, biorth, naive', ref1, val, np.sum(cL*sp.one(O, cR)), unit='(dimensionless)')
show('model two-body tensor, biorth', ref2, two, unit='(dimensionless)')

# ---- subshell form 3p -> 2p: series length 6, rotational scalar
sq = Space(6, 3, 3); t, u = 0.4, 0.9
M = np.zeros((6, 6)); M[[0, 1, 2], [3, 4, 5]] = t
c = sq.zero(); c[-1, -1] = 1
for _ in range(6): c = sq.one(M, c)
assert norm(c) > 1e-3 and norm(sq.one(M, c)) < 1e-12
c0 = rng.normal(size=(20, 20)); term = c0*u**(sq.occ(3) + sq.occ(4) + sq.occ(5)); tot = term.copy()
for k in range(1, 7):
    term = sq.one(M, term); tot += term/factorial(k)
assert norm(tot - sq.counter((np.eye(6) + M) @ np.diag([1, 1, 1, u, u, u]), c0)) < 1e-10
for i, j in ((0, 1), (1, 2), (2, 0)):
    l = np.zeros((3, 3)); l[i, j], l[j, i] = 1, -1; Lm = block_diag(l, l)
    assert norm(sq.one(M, sq.one(Lm, c0)) - sq.one(Lm, sq.one(M, c0))) < 1e-10

# ---- orders in the orbital rotation, K-alpha occupation pattern, slots 1s 2s px py pz
sn = Space(5, 5, 4)
def hole(slot):
    c = sn.zero(); c[0, sn.sb.index(tuple(k for k in range(5) if k != slot))] = 1; return c
ks = rng.normal(size=(4, 4)); ks -= ks.T; kp = rng.normal(size=(3, 3)); kp -= kp.T
d = 1 + rng.random(size=(3, 4))
def rotated(e):
    Us, Up = expm(e*ks), expm(e*kp)
    S = block_diag(Us[:2, :2], Up[0, 0]*np.eye(3)); O = np.zeros((5, 5))
    O[4, :2] = (d @ Us)[0, :2]; O[:2, 4] = (d.T @ Up)[:2, 0]
    return -lowdin(sn, S, O, hole(0), hole(4))/O[4, 0], det(S[:2, :2])*S[2, 2]**5*S[1, 1]
e = 1e-4; (r1, f1), (r2, f2) = rotated(e), rotated(-e)
assert abs((r1 - r2)/(2*e) + ks[1, 0]*d[0, 1]/d[0, 0]) < 1e-5
curv = np.sum(ks[:2, 2:]**2) + 5*np.sum(kp[0]**2) + np.sum(ks[1]**2)
assert abs((f1 - f2)/(2*e)) < 1e-5 and abs((2 - f1 - f2)/e**2/curv - 1) < 1e-4

def tempered(spec):
    return [[l, [a0*b**i, 1.0]] for l, n, a0, b in spec for i in range(n)]
def ao_groups(mol):
    lab = ['s' if x[2].endswith('s') else x[3] for x in mol.ao_labels(fmt=False)]
    return {k: np.array([i for i, y in enumerate(lab) if y == k]) for k in 'sxyz'}

# ---- example A: Ne+ K-alpha, spherical restricted Hartree-Fock for each state
print('Ne basis: 15 s from 0.15, 10 p from 0.12 bohr^-2, ratio 2.6')
mol = gto.M(atom='Ne 0 0 0', basis={'Ne': tempered([(0, 15, .15, 2.6), (1, 10, .12, 2.6)])}, verbose=0)
n = mol.nao; G = ao_groups(mol); Sao = mol.intor('int1e_ovlp'); Tk = mol.intor('int1e_kin')
h = Tk + mol.intor('int1e_nuc'); Z = mol.intor('int1e_r')[2]
eri = mol.intor('int2e'); eJ = eri.reshape(n*n, -1); eK = eri.transpose(0, 2, 1, 3).reshape(n*n, -1)
blk = lambda A, k: A[np.ix_(G[k], G[k])]
def ion_scf(slot):
    Cs = eigh(blk(h, 's'), blk(Sao, 's'))[1]; Cp = eigh(blk(h, 'z'), blk(Sao, 'z'))[1]
    Fa, Fb = h.copy(), h.copy(); keep = [k for k in range(5) if k != slot]
    def effective(Fa, Fb):
        fa, fb = Cs.T @ blk(Fa, 's') @ Cs, Cs.T @ blk(Fb, 's') @ Cs; f = (fa + fb)/2
        if slot == 0:
            f[0, 1] = f[1, 0] = fb[0, 1]; f[0, 2:] = f[2:, 0] = fa[0, 2:]
        pb = 'xyz' if slot == 0 else 'xy'
        fp = (sum(blk(Fa, k) for k in 'xyz') + sum(blk(Fb, k) for k in pb))/(3 + len(pb))
        return f, Cp.T @ fp @ Cp
    for it in range(400):
        C = np.zeros((n, 5)); C[G['s'], :2] = Cs[:, :2]
        for j, k in enumerate('xyz'): C[G[k], 2+j] = Cp[:, 0]
        Da, Db = C @ C.T, C[:, keep] @ C[:, keep].T
        J = (eJ @ (Da + Db).ravel()).reshape(n, n)
        Na, Nb = [h + J - (eK @ D.ravel()).reshape(n, n) for D in (Da, Db)]
        E = 0.5*np.sum(Da*(h + Na) + Db*(h + Nb))
        f, fp = effective(Na, Nb)
        grad = max(abs(f[:2, 2:]).max(), abs(f[0, 1]), abs(fp[0, 1:]).max())
        if grad < 1e-7: break
        Fa, Fb = (Fa + Na)/2, (Fb + Nb)/2
        f, fp = effective(Fa, Fb); Cs = Cs @ eigh(f)[1]; Cp = Cp @ eigh(fp)[1]
    assert grad < 1e-7
    assert abs(E/np.sum((Da + Db)*Tk) + 1) < 1e-3  # virial theorem, finite-basis tolerance
    return E, C
EL, CL = ion_scf(0); ER, CR = ion_scf(4)
CR = CR*np.sign(np.diag(CL.T @ Sao @ CR))
if (CL.T @ Z @ CR)[4, 0] < 0: CL[:, 2:] *= -1; CR[:, 2:] *= -1
S, O = CL.T @ Sao @ CR, CL.T @ Z @ CR
Dref = lowdin(sn, S, O, hole(0), hole(4))
d1, d2, dS, Spp = O[4, 0], O[4, 1], det(S[:2, :2]), S[4, 4]
F, Gf = dS*Spp**5*S[1, 1], 1 - S[1, 0]*d2/(S[1, 1]*d1)
assert abs(-Dref - F*Gf*d1) < 1e-11
perm = [1, 0, 2, 3, 4]; ix = np.ix_(perm, perm)
Dsw, a, b, _ = biorth(sn, S[ix], O[ix], hole(1), hole(4))
assert abs(Dsw + Dref) < 1e-11  # reordering the right beta string gives the sign
assert norm(a*(1 - hole(1))) < 1e-11 and norm(b*(1 - hole(4))) < 1e-11
Dnat, a, b, Ot = biorth(sn, S, O, hole(0), hole(4))
leak = np.sum(a*hole(1)); Dtr = np.sum(a*hole(0)*sn.one(Ot, b))
assert abs(Dnat - Dref) < 1e-11 and abs(leak) > 1e-4 and abs(Dtr/Dref - 1) > 1e-3
R = np.eye(5); R[:2, :2] = [[np.cos(.05), -np.sin(.05)], [np.sin(.05), np.cos(.05)]]
assert abs(biorth(sn, S @ R, O @ R, hole(0), hole(4))[0] - Dref) < 1e-11
assert abs((O @ R)[4, 0]/d1 - 1) > 1e-2
w = EL - ER
show('Ne+ E(1s hole), E(2p hole)', EL*EV, ER*EV, unit='eV', f='.3f')
show('Ne+ photon energy', w*EV, unit='eV', f='.3f')
show('Ne+ photon energy', w, unit='hartree', f='.5f')
show("Ne+ <1s|1s'>, <1s|2s'>", S[0, 0], S[0, 1])
show("Ne+ <2s|1s'>, <2s|2s'>", S[1, 0], S[1, 1])
show('Ne+ det S_s, S_pp, S_pp^5', dS, Spp, Spp**5)
show('Ne+ d1, d2', d1*ANG, d2*ANG, unit='angstrom')
show('Ne+ spectator F, rearrangement G, FG', F, Gf, F*Gf)
show('Ne+ F^2, G^2, (FG)^2', F**2, Gf**2, (F*Gf)**2)
show('Ne+ |D| cofactor, biorth, naive', abs(Dref)*ANG, abs(Dsw)*ANG, d1*ANG, unit='angstrom', f='.7f')
show('Ne+ |D| exact', abs(Dref), unit='bohr', f='.7f')
show('Ne+ order 1s,2s: |coefficient of 1s2 2s 2p6|', abs(leak))
show('Ne+ |D| with that term dropped', abs(Dtr)*ANG, unit='angstrom', f='.7f')
show("Ne+ naive D after 0.05 rad 1s'-2s' rotation", (O @ R)[4, 0]*ANG, unit='angstrom', f='.7f')
show('Ne+ radiative width exact, naive', *[4*alpha**3*w**3*x**2*EV for x in (Dref, d1)], unit='eV', f='.4e')

# ---- example B: Be 1S -> 1P, separate CASSCF; slots 1s 2s 3s 2pa 3pa 2pb 2pc
print('Be basis: 13 s from 0.02 ratio 2.8, 7 p from 0.02 ratio 2.6, bohr^-2')
mol = gto.M(atom='Be 0 0 0', basis={'Be': tempered([(0, 13, .02, 2.8), (1, 7, .02, 2.6)])},
            symmetry='D2h', verbose=0)
mf = scf.RHF(mol); mf.conv_tol = 1e-11; mf.kernel()
G = ao_groups(mol); Sao = mol.intor('int1e_ovlp'); sb = Space(7, 2, 2)
def cas(active, sym):
    mc = mcscf.CASSCF(mf, sum(active.values()), (1, 1))
    mo = mcscf.sort_mo_by_irrep(mc, mf.mo_coeff, active, {'Ag': 1})
    mc.fix_spin_(shift=0.5, ss=0); mc.fcisolver.wfnsym = sym
    mc.conv_tol = 1e-9; mc.max_cycle_macro = 100; mc.kernel(mo)
    assert mc.converged
    A = np.asarray(mc.mo_coeff)[:, 1:1+mc.ncas]
    return mc, A, [max('sxyz', key=lambda k: np.sum(A[G[k], i]**2)) for i in range(mc.ncas)]
mL = cas({'Ag': 2, 'B1u': 1, 'B2u': 1, 'B3u': 1}, 'Ag'); mR = cas({'Ag': 2, 'B1u': 2}, 'B1u')
ax = [k for k in mR[2] if k != 's'][0]; rest = [k for k in 'xyz' if k != ax]
first = {'s': 1, ax: 3, rest[0]: 5, rest[1]: 6}
def natural(mc, A, kinds):
    c = np.asarray(mc.ci).reshape(mc.ncas, mc.ncas); assert norm(c - c.T) < 1e-5
    c = (c + c.T)/2; c /= norm(c); W = np.zeros((mc.ncas, 7))
    for k in set(kinds):
        idx = [i for i, y in enumerate(kinds) if y == k]
        v = eigh((c @ c.T)[np.ix_(idx, idx)])[1][:, ::-1]
        W[np.ix_(idx, range(first[k], first[k] + len(idx)))] = v
    C = A @ W; C[:, 0] = np.asarray(mc.mo_coeff)[:, 0]
    return C, W.T @ c @ W
def embed(c2):
    c = sb.zero(); idx = [sb.sa.index((0, p)) for p in range(1, 7)]
    c[np.ix_(idx, idx)] = c2[1:, 1:]; return c
(CL, vL), (CR, vR) = natural(*mL), natural(*mR)
sg = np.where(np.diag(CL.T @ Sao @ CR) < 0, -1.0, 1.0); CR = CR*sg; vR = vR*np.outer(sg, sg)
cL, cR = embed(vL), embed(vR); Tk = mol.intor('int1e_kin')
for m, C, c in ((mL, CL, cL), (mR, CR, cR)):
    assert abs(np.sum(c*sb.one(C.T @ Tk @ C, c)) - np.sum(m[0].make_rdm1()*Tk)) < 1e-5
S = CL.T @ Sao @ CR; paired = [1, 1, 1, 1, 0, 0, 0]
TL, TR = triangular_factors(S, paired)
assert norm(inv(TL).T @ S @ inv(TR) - np.diag(paired)) < 1e-9
w = mR[0].e_tot - mL[0].e_tot; iax = 'xyz'.index(ax); res = {}
nocore = np.array([0 not in s for s in sb.sa])
for name, op in (('len', mol.intor('int1e_r')[iax]), ('vel', mol.intor('int1e_ipovlp')[iax])):
    O = CL.T @ op @ CR
    val, a, b, _ = biorth(sb, S, O, cL, cR, paired); ref = lowdin(sb, S, O, cL, cR)
    assert abs(val - ref) < 1e-8
    for x in (a, b):
        assert norm(x[nocore]) + norm(x[:, nocore]) < 1e-12 and norm(x - x.T) < 1e-10
    res[name] = (abs(ref), abs(val), abs(np.sum(cL*sb.one(O, cR))))
show('Be E(1S), E(1P), excitation', mL[0].e_tot*EV, mR[0].e_tot*EV, w*EV, unit='eV', f='.4f')
show('Be excitation', w, unit='hartree')
show('Be 1S occupations 2s 3s 2p(each)', *(2*np.diag(vL @ vL.T))[[1, 2, 3]], f='.5f')
show('Be 1P occupations 2s 3s 2p 3p', *(2*np.diag(vR @ vR.T))[1:5], f='.5f')
for i, lab in enumerate(('1s', '2s', '3s')):
    show("Be <%s|1s' 2s' 3s'>" % lab, *S[i, :3])
show("Be <2p|2p' 3p'>", *S[3, 3:5])
show('Be pivots 1s 2s 3s 2p', *np.diag(TR)[:4])
show('Be core factor (det S_core)^2', TR[0, 0]**2)
show('Be |D_z| cofactor, biorth, naive', *[x*ANG for x in res['len']], unit='angstrom')
show('Be |D_z| exact', res['len'][0], unit='bohr')
show('Be |<d/dz>| cofactor, biorth, naive', *[x/ANG for x in res['vel']], unit='1/angstrom')
show('Be f length exact, naive', 2*w*res['len'][0]**2, 2*w*res['len'][2]**2, f='.4f')
show('Be f velocity exact, naive', 2*res['vel'][0]**2/w, 2*res['vel'][2]**2/w, f='.4f')
show('Be naive/exact f, length, velocity', *[(res[k][2]/res[k][0])**2 for k in ('len', 'vel')], f='.4f')
print('done: every assertion held')
```

It prints:

```
model one-body tensor, biorth, naive: -0.413155 -0.413155 -0.211705 (dimensionless)
model two-body tensor, biorth: 0.489418 0.489418 (dimensionless)
Ne basis: 15 s from 0.15, 10 p from 0.12 bohr^-2, ratio 2.6
Ne+ E(1s hole), E(2p hole): -2629.303 -3478.081 eV
Ne+ photon energy: 848.778 eV
Ne+ photon energy: 31.19201 hartree
Ne+ <1s|1s'>, <1s|2s'>: 0.999672 -0.006156 
Ne+ <2s|1s'>, <2s|2s'>: 0.005113 0.998347 
Ne+ det S_s, S_pp, S_pp^5: 0.998051 0.996219 0.981239 
Ne+ d1, d2: 0.031451 -0.249149 angstrom
Ne+ spectator F, rearrangement G, FG: 0.977709 1.040568 1.017373 
Ne+ F^2, G^2, (FG)^2: 0.955914 1.082783 1.035047 
Ne+ |D| cofactor, biorth, naive: 0.0319972 0.0319972 0.0314508 angstrom
Ne+ |D| exact: 0.0604659 bohr
Ne+ order 1s,2s: |coefficient of 1s2 2s 2p6|: 0.005114 
Ne+ |D| with that term dropped: 0.0307507 angstrom
Ne+ naive D after 0.05 rad 1s'-2s' rotation: 0.0189592 angstrom
Ne+ radiative width exact, naive: 4.6931e-03 4.5342e-03 eV
Be basis: 13 s from 0.02 ratio 2.8, 7 p from 0.02 ratio 2.6, bohr^-2
Be E(1S), E(1P), excitation: -397.7778 -391.7786 5.9992 eV
Be excitation: 0.220465 hartree
Be 1S occupations 2s 3s 2p(each): 1.80832 0.00329 0.06280 
Be 1P occupations 2s 3s 2p 3p: 0.99357 0.00643 0.99357 0.00643 
Be <1s|1s' 2s' 3s'>: 0.999896 0.014341 0.001413 
Be <2s|1s' 2s' 3s'>: -0.014412 0.994840 0.098894 
Be <3s|1s' 2s' 3s'>: 0.000003 -0.097929 0.988174 
Be <2p|2p' 3p'>: 0.802040 -0.528992 
Be pivots 1s 2s 3s 2p: 0.999896 0.995047 0.997909 0.802040 
Be core factor (det S_core)^2: 0.999792 
Be |D_z| cofactor, biorth, naive: 0.923113 0.923113 0.891189 angstrom
Be |D_z| exact: 1.744431 bohr
Be |<d/dz>| cofactor, biorth, naive: 0.631007 0.631007 0.669847 1/angstrom
Be f length exact, naive: 1.3418 1.2506 
Be f velocity exact, naive: 1.0115 1.1398 
Be naive/exact f, length, velocity: 0.9320 1.1269 
done: every assertion held
```
